# Virial theorems for Coulomb systems in uniform electric and magnetic fields: a numerical check

```python
"""Virial theorems for Coulomb systems in uniform static fields.

Result under test, in atomic units with electron charge -1:
    2 T + V = F dE/dF + 2 B dE/dB - sum_A R_A . dE/dR_A
T: mechanical kinetic energy <(p+A)^2/2>; V: all Coulomb energy, without
the electric-field energy; F, B: electric and magnetic field along z;
R_A: positions of clamped nuclei (the last term vanishes for an atom at 0).
There is no spin Zeeman term. Electric resonances use complex scaling and
the unconjugated product. Derivatives are differences of eigenvalues.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh, lu_factor, lu_solve
from scipy.optimize import minimize_scalar, newton
from scipy.special import eval_genlaguerre, gammaln
from pyscf import gto


def slope(function, point, step):
    """Five-point central first derivative."""
    return (function(point - 2*step) - 8*function(point - step)
            + 8*function(point + step) - function(point + 2*step))/(12*step)


# ---- Operator expansion and gauge covariance on an arbitrary function ----
x, y, z, b = sp.symbols("x y z b", real=True)
f = sp.Function("f")(x, y, z)


def mechanical_kinetic(vector_potential, function):
    total = 0
    for q, a in zip((x, y, z), vector_potential):
        once = -sp.I*sp.diff(function, q) + a*function
        total += (-sp.I*sp.diff(once, q) + a*once)/2
    return total


symmetric = (-b*y/2, b*x/2, sp.Integer(0))
landau = (-b*y, sp.Integer(0), sp.Integer(0))
laplacian = sum(sp.diff(f, q, 2) for q in (x, y, z))
angular = -sp.I*(x*sp.diff(f, y) - y*sp.diff(f, x))
expanded = -laplacian/2 + b*angular/2 + b**2*(x**2 + y**2)*f/8
assert sp.simplify(sp.expand(mechanical_kinetic(symmetric, f) - expanded)) == 0
phase = sp.exp(sp.I*b*x*y/2)
gauge_gap = (mechanical_kinetic(landau, phase*f)/phase
             - mechanical_kinetic(symmetric, f))
assert sp.simplify(sp.expand(gauge_gap)) == 0


# ---- One electron and a fixed unit charge: Laguerre basis ----
def one_electron_operators(m, l_max, n_radial, scale):
    """Return p^2/2, 1/r, z, rho^2 in an orthonormal basis of fixed m."""
    nodes, weights = np.polynomial.legendre.leggauss(400)
    grid, weights = 140*(nodes + 1), 140*weights
    ls = np.arange(abs(m), l_max + 1)
    k = np.arange(n_radial)[:, None]
    functions, derivatives = [], []
    for l in ls:
        norm = np.exp(0.5*(gammaln(k + 1) - gammaln(k + 2*l + 3)))
        envelope = norm*np.exp(-grid/2)*grid**float(l)
        poly = eval_genlaguerre(k, float(2*l + 2), grid)
        lower = eval_genlaguerre(np.maximum(k - 1, 0), float(2*l + 3), grid)
        d_poly = np.where(k > 0, -lower, 0.0)
        functions.append(envelope*grid*poly)
        derivatives.append(envelope*((l + 1 - grid/2)*poly + grid*d_poly))
    u, du = np.vstack(functions), np.vstack(derivatives)
    block = np.ones((n_radial, n_radial))
    same_l = np.kron(np.eye(len(ls)), block)
    overlap = same_l*((u*weights) @ u.T)
    assert np.max(abs(overlap - np.eye(len(u)))) < 1e-9
    centrifugal = np.repeat(ls*(ls + 1), n_radial)[:, None]
    kinetic = 2*scale**2*same_l*((du*weights) @ du.T
                                 + centrifugal*((u*weights/grid**2) @ u.T))
    inverse_r = 2*scale*same_l*((u*weights/grid) @ u.T)
    link = np.sqrt(((ls + 1)**2 - m**2)/((2*ls + 1)*(2*ls + 3)))
    cosine = np.diag(link, 1) + np.diag(link, -1)
    sine_squared = (np.eye(len(ls) + 1) - cosine @ cosine)[:-1, :-1]
    z_op = np.kron(cosine[:-1, :-1], block)*((u*weights*grid) @ u.T)/(2*scale)
    rho2 = np.kron(sine_squared, block)*((u*weights*grid**2) @ u.T)
    return kinetic, inverse_r, z_op, rho2/(4*scale**2)


ops_m0 = one_electron_operators(0, 14, 24, 1.0)
kin, inv_r, z_op, _ = ops_m0
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
field_si = constants.physical_constants["atomic unit of electric field"][0]
tesla = constants.physical_constants["atomic unit of mag. flux density"][0]

# ---- Second-order electric response from explicit perturbed states ----
levels, states = eigh(kin - inv_r)
ground = states[:, 0]
gaps = levels[1:] - levels[0]


def reduced_resolvent(vector):
    return states[:, 1:] @ ((states[:, 1:].T @ vector)/gaps)


first = -reduced_resolvent(z_op @ ground)
second = -reduced_resolvent(z_op @ first)
energy_2 = ground @ z_op @ first


def second_order_mean(operator):
    return (first @ operator @ first + 2*(ground @ operator @ second)
            - (first @ first)*(ground @ operator @ ground))


kinetic_2, coulomb_2 = second_order_mean(kin), second_order_mean(-inv_r)
assert abs(levels[0] + 0.5) < 1e-9
assert abs(kinetic_2 - 3*energy_2) < 1e-7
assert abs(coulomb_2 + 4*energy_2) < 1e-7
print("ONE ELECTRON, FIXED UNIT CHARGE")
print(f"zero-field energy = {levels[0]:.6f} hartree")
print("Coefficients of F^2 (atomic units)")
print(f"energy E2 = {energy_2:.6f}")
print(f"kinetic T2 = {kinetic_2:.6f}")
print(f"Coulomb V2 = {coulomb_2:.6f}")
print(f"electric-field energy = {2*energy_2:.6f}")


# ---- Electric resonance by complex scaling ----
def resonance(field, angle):
    turn = np.exp(1j*angle)
    kinetic, coulomb = kin/turn**2, -inv_r/turn
    hamiltonian = kinetic + coulomb + field*turn*z_op
    search_shift = levels[0] + energy_2*field**2
    factors = lu_factor(hamiltonian - search_shift*np.eye(len(kin)))
    vector = ground.astype(complex)
    for _ in range(16):
        vector = lu_solve(factors, vector)
        vector /= np.sqrt(vector @ vector)
    assert np.linalg.norm(hamiltonian @ vector
                          - (vector @ hamiltonian @ vector)*vector) < 1e-8
    return tuple(vector @ op @ vector for op in (hamiltonian, kinetic, coulomb))


def show(label, value, unit="hartree"):
    print(f"{label} = {value.real:.7f} {value.imag:+.7f}i {unit}")


F0, angle = 0.1, 0.4
e_res, t_res, v_res = resonance(F0, angle)
f_slope = F0*slope(lambda q: resonance(q, angle)[0], F0, 5e-4)
angle_change = abs(resonance(F0, 0.5)[0] - e_res)
electric_gap = abs(2*t_res + v_res - f_slope)
print("ELECTRIC RESONANCE")
print(f"F = {F0:.3f} a.u. = {F0*field_si:.5e} V/m")
print(f"scaling angle = {angle:.2f} rad")
show("E", e_res)
print(f"width -2 Im E = {-2*e_res.imag:.7f} hartree")
show("T", t_res)
show("V", v_res)
show("2T+V", 2*t_res + v_res)
show("F dE/dF", f_slope)
show("2T+V", (2*t_res + v_res)*hartree_ev, "eV")
print(f"electric mismatch = {electric_gap:.1e} hartree")
print(f"change of E at angle 0.50 rad = {angle_change:.1e} hartree")
assert e_res.imag < 0
assert angle_change < 1e-6
assert electric_gap < 1e-6


# ---- Magnetic bound states ----
def magnetic_state(field, m, operators):
    kinetic, inverse_r, _, rho2 = operators
    hamiltonian = (kinetic - inverse_r + field**2*rho2/8
                   + field*m/2*np.eye(len(kinetic)))
    energy, vector = eigh(hamiltonian, subset_by_index=[0, 0])
    v = vector[:, 0]
    return (energy[0], v @ kinetic @ v, -(v @ inverse_r @ v),
            field**2*(v @ rho2 @ v)/8)


B0 = 0.5
print("MAGNETIC BOUND STATES")
print(f"B = {B0:.3f} a.u. = {B0*tesla:.5e} T")
for m, operators in ((0, ops_m0),
                     (-1, one_electron_operators(-1, 14, 24, 0.7))):
    e_mag, canonical, v_mag, diamagnetic = magnetic_state(B0, m, operators)
    paramagnetic = B0*m/2
    t_mag = canonical + paramagnetic + diamagnetic
    b_slope = B0*slope(lambda q: magnetic_state(q, m, operators)[0], B0, 2e-3)
    magnetic_gap = abs(2*t_mag + v_mag - 2*b_slope)
    print(f"m={m}: E = {e_mag:.7f} hartree")
    print(f"m={m}: canonical <p^2/2> = {canonical:.7f} hartree")
    print(f"m={m}: paramagnetic P = {paramagnetic:.7f} hartree")
    print(f"m={m}: diamagnetic Q = {diamagnetic:.7f} hartree")
    print(f"m={m}: mechanical T = {t_mag:.7f} hartree")
    print(f"m={m}: V = {v_mag:.7f} hartree")
    print(f"m={m}: 2T+V = {2*t_mag + v_mag:.7f} hartree"
          f" = {(2*t_mag + v_mag)*hartree_ev:.5f} eV")
    print(f"m={m}: 2B dE/dB = {2*b_slope:.7f} hartree")
    print(f"m={m}: canonical 2<p^2/2>+V = {2*canonical + v_mag:.7f} hartree")
    print(f"m={m}: mismatch = {magnetic_gap:.1e} hartree")
    assert magnetic_gap < 1e-6
    assert abs(2*canonical + v_mag - (b_slope - paramagnetic)) < 1e-6
    assert abs(2*canonical + v_mag - 2*b_slope) > 1e-3


# ---- Two interacting electrons, two clamped unit charges, both fields ----
# The M=0 singlet has no total L_z contribution for fields along the axis.
SHELLS = ((0, 13.0), (0, 2.0), (0, 0.45), (0, 0.12), (1, 0.8))


def two_center(scale, electric, magnetic, distance):
    basis = {"H": [[l, [a*scale**2, 1.0]] for l, a in SHELLS]}
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, distance)]],
                unit="Bohr", basis=basis, verbose=0, parse_arg=False)
    values, vectors = eigh(mol.intor("int1e_ovlp"))
    ortho = vectors/np.sqrt(values)
    second_moments = mol.intor("int1e_rr")
    rho2 = second_moments[0] + second_moments[4]
    kinetic = ortho.T @ (mol.intor("int1e_kin") + magnetic**2*rho2/8) @ ortho
    attraction = ortho.T @ mol.intor("int1e_nuc") @ ortho
    position = ortho.T @ mol.intor("int1e_r")[2] @ ortho
    repulsion = mol.intor("int2e", aosym="s1")
    for _ in range(4):
        repulsion = np.tensordot(repulsion, ortho, axes=(0, 0))
    size = len(kinetic)
    one = np.eye(size)

    def both(operator):
        return np.kron(operator, one) + np.kron(one, operator)

    coulomb = both(attraction) + repulsion.transpose(0, 2, 1, 3).reshape(
        size**2, size**2)
    kinetic_pair = both(kinetic)
    hamiltonian = kinetic_pair + coulomb + electric*both(position)
    energy, vector = eigh(hamiltonian, subset_by_index=[0, 0])
    v = vector[:, 0]
    amplitude = v.reshape(size, size)
    assert np.max(abs(amplitude - amplitude.T)) < 1e-7
    return (energy[0] + 1/distance - electric*distance,
            v @ kinetic_pair @ v, v @ coulomb @ v + 1/distance)


F2, B2, R2 = 0.05, 0.3, 2.0
start = minimize_scalar(lambda q: two_center(q, F2, B2, R2)[0],
                        bounds=(0.6, 1.8), method="bounded").x


def scale_slope(scale):
    return slope(lambda q: two_center(q, F2, B2, R2)[0], scale, 1e-3)


best = newton(scale_slope, start, x1=start + 1e-3, tol=1e-10)
e_pair, t_pair, v_pair = two_center(best, F2, B2, R2)
f_pair = F2*slope(lambda q: two_center(best, q, B2, R2)[0], F2, 1e-3)
b_pair = 2*B2*slope(lambda q: two_center(best, F2, q, R2)[0], B2, 1e-3)
r_pair = R2*slope(lambda q: two_center(best, F2, B2, q)[0], R2, 1e-3)
pair_gap = abs(2*t_pair + v_pair - f_pair - b_pair + r_pair)
print("TWO ELECTRONS, TWO FIXED UNIT CHARGES")
print(f"F = {F2:.3f} a.u.; B = {B2:.3f} a.u.; R = {R2:.3f} bohr")
print(f"stationary basis scale = {best:.6f}")
print(f"E = {e_pair:.7f} hartree")
print(f"T = {t_pair:.7f} hartree; V = {v_pair:.7f} hartree")
print(f"2T+V = {2*t_pair + v_pair:.7f} hartree")
print(f"F dE/dF = {f_pair:.7f} hartree")
print(f"2B dE/dB = {b_pair:.7f} hartree")
print(f"R dE/dR = {r_pair:.7f} hartree")
print(f"clamped-nuclei mismatch = {pair_gap:.1e} hartree")
assert pair_gap < 1e-7
assert min(abs(f_pair), abs(b_pair), abs(r_pair)) > 1e-3

print("all tests passed")
```

Printed output:

```
ONE ELECTRON, FIXED UNIT CHARGE
zero-field energy = -0.500000 hartree
Coefficients of F^2 (atomic units)
energy E2 = -2.250000
kinetic T2 = -6.750000
Coulomb V2 = 9.000000
electric-field energy = -4.500000
ELECTRIC RESONANCE
F = 0.100 a.u. = 5.14221e+10 V/m
scaling angle = 0.40 rad
E = -0.5274182 -0.0072691i hartree
width -2 Im E = 0.0145381 hartree
T = 0.4268998 -0.0573421i hartree
V = -0.9040588 +0.0823787i hartree
2T+V = -0.0502592 -0.0323056i hartree
F dE/dF = -0.0502592 -0.0323056i hartree
2T+V = -1.3676217 -0.8790799i eV
electric mismatch = 1.3e-10 hartree
change of E at angle 0.50 rad = 1.1e-12 hartree
MAGNETIC BOUND STATES
B = 0.500 a.u. = 1.17526e+05 T
m=0: E = -0.4472105 hartree
m=0: canonical <p^2/2> = 0.5870066 hartree
m=0: paramagnetic P = 0.0000000 hartree
m=0: diamagnetic Q = 0.0465987 hartree
m=0: mechanical T = 0.6336053 hartree
m=0: V = -1.0808159 hartree
m=0: 2T+V = 0.1863948 hartree = 5.07206 eV
m=0: 2B dE/dB = 0.1863948 hartree
m=0: canonical 2<p^2/2>+V = 0.0931974 hartree
m=0: mismatch = 4.1e-12 hartree
m=-1: E = -0.0994773 hartree
m=-1: canonical <p^2/2> = 0.4008143 hartree
m=-1: paramagnetic P = -0.2500000 hartree
m=-1: diamagnetic Q = 0.1837790 hartree
m=-1: mechanical T = 0.3345934 hartree
m=-1: V = -0.4340706 hartree
m=-1: 2T+V = 0.2351161 hartree = 6.39783 eV
m=-1: 2B dE/dB = 0.2351161 hartree
m=-1: canonical 2<p^2/2>+V = 0.3675580 hartree
m=-1: mismatch = 8.7e-09 hartree
TWO ELECTRONS, TWO FIXED UNIT CHARGES
F = 0.050 a.u.; B = 0.300 a.u.; R = 2.000 bohr
stationary basis scale = 0.895995
E = -1.1046068 hartree
T = 1.0350271 hartree; V = -2.1146240 hartree
2T+V = -0.0445699 hartree
F dE/dF = -0.0250099 hartree
2B dE/dB = 0.1546952 hartree
R dE/dR = 0.1742552 hartree
clamped-nuclei mismatch = 1.3e-11 hartree
all tests passed
```
